Sampling Joint Exit Times and States from a Kinetic Monte Carlo Superbasin

**The decision**

A growth simulation built on computed barriers can stall: an adatom hops back and forth between a few sites a million times before anything lasting happens. Some packages that turn electronic-structure barriers into kinetic Monte Carlo (KMC) runs therefore offer a superbasin treatment, which replaces the repeated hops by one step out of the group of states. The user must decide which states to group, and whether the step may assume local equilibrium inside the group or must use the absorbing Markov chain. The choice can change which island edge an atom descends from, and whether it is still on the island when the next atom lands. The absorbing chain needs no equilibrium assumption. The analysis below shows why, and when the simpler option is good enough.

**What is assumed about the rates**

Let the superbasin be a finite set of states i of the whole simulated system. The rate from i to j inside it is k_ij, and the rate from i through exit channel c is R_ic. All rates are constant while the system stays inside, and each depends on the present state alone. From every state some exit can be reached, if necessary through other states. The total exit rate is

r_i = Σ_c R_ic.

Let p_i(t) be the probability that the system has not yet left and is in state i, with t counted from entry. Usually the entry state is known, so the initial row vector p₀ has a single entry 1. Probability enters state j by hops from other states and leaves it by hops and exits:

dp_j/dt = Σ_(i≠j) p_i k_ij − p_j (Σ_(l≠j) k_jl + r_j).

Define Q_ij = k_ij for i ≠ j and Q_ii = −Σ_(j≠i) k_ij − r_i. Then

dp/dt = pQ,  p(t) = p₀ e^(Qt).

Exits appear only as losses, since a system that has left does not return within this step. A later return starts a new step.

A channel must identify the basin state from which the system leaves, whenever that state matters afterwards. Suppose a second atom lands on an island while the first wanders over it. "Landing" alone is not a sufficient label, because the position of the first atom matters for what follows. There must be one landing channel for each position i. The site on which the second atom lands can then be drawn from the individual landing rates that belong to i.

**The joint law of time and channel**

During a short time dt, the probability of leaving through c is Σ_i p_i(t) R_ic dt. The joint density is therefore

f(t,c) = [p₀ e^(Qt) R]_c.

The survival probability is S(t) = Σ_i p_i(t) = p(t)1, where 1 after a row vector or matrix is the column of ones. Each row of Q sums to −r_i, because the internal rates cancel, so Q1 = −r and

−dS/dt = −p(t)Q1 = p(t)r = Σ_c f(t,c).

What leaves the survival probability is what passes through the channels.

Since an exit can be reached from each of finitely many states, there are a time T₀ and a number δ > 0 such that the chance of leaving within T₀ is at least δ from any state. Hence S(nT₀) ≤ (1−δ)^n, and e^(Qt) tends to zero exponentially. The integral

N = ∫₀^∞ e^(Qt) dt

then converges. Multiplying by Q gives QN = [e^(Qt)]₀^∞ = −I, with I the unit matrix, so N = (−Q)⁻¹. Element N_ij is the mean time spent in j after starting in i.

Integrating the density up to t, and using that Q commutes with its exponential, gives the probability of having left through c by then:

F_c(t) = p₀ (e^(Qt) − I) Q⁻¹ R_c = p₀ (I − e^(Qt)) N R_c,

where R_c is column c of R. For t → ∞ this becomes

P_c = p₀ N R_c.

The mean exit time is ∫₀^∞ S dt = p₀N1. For the mean time given the channel, integration by parts yields

∫₀^∞ t e^(Qt) dt = [t e^(Qt) Q⁻¹]₀^∞ − N Q⁻¹ = N²,

because the boundary term vanishes and Q⁻¹ = −N. Thus

⟨t|c⟩ = p₀ N² R_c / P_c.

The mean number of hops replaced is the residence time in each state times its hop rate: Σ_i (p₀N)_i Σ_(j≠i) k_ij.

**Two random numbers give one exit**

Draw u uniformly between 0 and 1 and solve S(t) = u. S falls from 1 to 0 without rising. It is a finite sum of exponentials, possibly multiplied by powers of t, so it cannot be constant on an interval without being constant everywhere. The solution is therefore unique. The drawn time exceeds x when u < S(x), which has probability S(x), so its density is p(t)r. Next draw the channel with probabilities

w_c(t) = [p(t)R]_c / [p(t)r].

The product of the two factors is

p(t)r · w_c(t) = [p(t)R]_c = f(t,c),

which is the required joint law. Once the time is drawn, the channel must be drawn with the occupations belonging to that time. Using P_c at that point keeps both separate distributions right but loses their connection. The reverse order is equally exact if the second draw is conditioned on the first: choose c with probability P_c, then solve F_c(t)/P_c = u for t.

To bracket the root, write r_max for the largest r_i. Then d ln S/dt = −p(t)r/S(t) ≥ −r_max, hence S(t) ≥ e^(−r_max t), and the solution obeys t ≥ −ln u / r_max. Doubling this lower bound until S < u gives an upper bound, and bisection in ln t does the rest.

After the exit, the clock advances by t and ordinary KMC continues in the new state. This is permitted because future rates depend on the present state alone. If the temperature or flux changes at a known time t*, and the drawn t is later than t*, stop at t*. The state is then drawn from p_i(t*)/S(t*), the probability of i given survival, and a new step starts with the new rates.

Events elsewhere on the surface also need a place. If their total rate is Γ in every basin state, add Γ to each r_i and provide a channel for each position i. Which of the events occurs is then drawn from their individual rates. This limits the gain. Now S(t) ≤ e^(−Γt), so the mean exit time is at most 1/Γ, and the mean number of replaced hops is at most the largest total hop rate divided by Γ. In a large simulated area with much other activity, the superbasin step may save little.

**Keeping slow exits in the arithmetic**

The diagonal of Q adds very fast hops to very slow exits. In double precision the exits can be rounded away, although they determine the answer. The cure is to solve (−Q)x = b, with b ≥ 0, by removing states from the last downwards without forming that diagonal.

When s is the last remaining state, its equation is

w_s x_s = b_s + Σ_(j<s) k_sj x_j,  w_s = Σ_(j<s) k_sj + r_s.

Insert x_s into the equation of a state i < s. Its off-diagonal rates, exit rate and source become

k_ij + k_is k_sj/w_s,  r_i + k_is r_s/w_s,  b_i + k_is b_s/w_s.

The old diagonal element is reduced by k_is k_si/w_s. This agrees with the sum of the new rates leaving i: the added parts for j ≠ i and for the exit amount to k_is (w_s − k_si)/w_s = k_is − k_is k_si/w_s, and the direct term k_is has disappeared. The equations thus keep their form, and the diagonal can always be rebuilt from positive rates. The last state left gives x = b/r with its updated values, and the others follow in increasing order. No subtraction occurs. Taking the columns of the unit matrix for b gives N.

In a test at 130 K on the six-site island described below, without landings and with the fastest hop 3.7 × 10¹³ times faster than the slower of the two descents from the island, ordinary linear solving gave a relative error of order 10⁻³ in the mean exit time (7 × 10⁻⁴ in this run, the leading digit depending on how the rates are rounded), and elimination 2 × 10⁻¹⁶. Both are relative to a 50-digit calculation.

S(t) is needed at many times. If the internal hops obey detailed balance, π_i k_ij = π_j k_ji with Boltzmann weights π_i normalised to one, then

π_i^(1/2) Q_ij π_j^(−1/2) = π_i k_ij / (π_i π_j)^(1/2)  (i ≠ j)

is symmetric. So is its negative inverse G_ij = π_i^(1/2) N_ij π_j^(−1/2). With orthonormal eigenvectors v_m and eigenvalues τ_m of G,

p_j(t) = Σ_m a_m e^(−t/τ_m) v_m,j π_j^(1/2),  a_m = Σ_i p₀,i π_i^(−1/2) v_m,i.

The τ_m are positive. With x_i = π_i^(1/2) y_i, the quadratic form of the inverse of G is

½ Σ_(i≠j) π_i k_ij (y_i − y_j)² + Σ_i π_i r_i y_i².

It vanishes only if y is constant over every connected group of states and zero where there is an exit, hence zero everywhere.

Diagonalising G rather than Q makes the slow modes the largest eigenvalues, which rounding harms least. Relaxation times below about 10⁻¹⁶ of the longest are not resolved, and very unequal π_i amplify rounding. Without detailed balance the exit law still holds, but p(t) needs a method that does not rely on this symmetry, such as a general matrix exponential. In double precision such an exponential starts from the rounded diagonal of Q and can lose the slow exits again: for the 130 K island it misses S at the mean exit time by several per cent, and by far more at lower temperature. Very stiff basins then need higher-precision arithmetic.

**When local equilibrium is enough**

The local-equilibrium option replaces the occupations by π. It uses the channel rates Σ_i π_i R_ic, an exponential exit time and an independently drawn channel. To find its error, let the internal hops connect all basin states and multiply every exit rate by ε. Write Q = L − ε diag(r), where L contains the hops alone, so that L1 = 0 and πL = 0. The residence times n = p₀N satisfy nQ = −p₀. Insert n = n₋₁/ε + n₀ + … and collect powers of ε:

n₋₁L = 0,
n₀L − n₋₁diag(r) = −p₀.

The first line gives n₋₁ = απ. Multiplying the second by 1 removes n₀L and gives α = 1/(πr). Hence

⟨t⟩ = 1/(ε πr) + n₀1 + O(ε),
P_c = πR_c/(πr) + ε n₀R_c + O(ε²).

The next order, n₁L = n₀diag(r), multiplied by 1, fixes the remaining freedom: n₀r = 0. Slowing all internal hops by a common factor leaves π unchanged and, by these equations, multiplies n₀ by that factor. The size of n₀ thus grows in proportion to the internal relaxation times. Local equilibrium therefore requires, in general, that exits be slow compared with the slowest internal relaxation. Fast hops between some of the states do not ensure this. Nor is a small ratio of exit to relaxation rate always enough. From an entry state of very low Boltzmann weight, the system may have to pass through many states before it equilibrates, which can take much longer than the relaxation time. A channel open mainly from such states can then be used far more often than local equilibrium predicts. The leading corrections give a further check: ε n₀R_c should be small compared with πR_c/(πr) for every channel that matters, and n₀1 small compared with 1/(ε πr). The second condition is needed because the first says nothing about the exit time. With a single exit channel, for example, n₀R_c = n₀r = 0 however wrong that time is. Large corrections are a warning, but small ones are no proof. If the system first passes slowly through states with faster exits than the equilibrium average and then through states with none, the two effects can cancel in n₀1, while higher orders in ε still change the exit time considerably.

Independence of time and channel is a weaker requirement. Suppose the starting distribution q satisfies qQ = −q/τ₁, where τ₁ is the longest relaxation time. This is the quasi-stationary distribution, whose shape is unchanged while probability leaks out. Then

f(t,c) = e^(−t/τ₁) [qR]_c,

so the time is exponential and the channel independent of it, even when q differs from π. A real step starts from a definite entry state, and the condition is then generally not met.

**An island with an internal wall**

Consider a model adatom on a strip island of six sites at 300 K. Hop rates are 10¹³ s⁻¹ times exp(−barrier/k_BT), the barrier being saddle energy minus site energy. Ordinary saddles lie at 0.40 eV, and site 2 is deeper than the others by 0.05 eV. A domain wall between sites 3 and 4 has its saddle at 0.75 eV. The adatom can descend from site 1 over 0.75 eV or from site 6 over 0.73 eV. A second atom lands at 0.01 s⁻¹ on each of the five empty sites, 0.05 s⁻¹ in total. The adatom starts on site 1.

An ordinary hop has rate 1.91 × 10⁶ s⁻¹. Crossing the wall from site 3 or 4 has rate 2.515 s⁻¹, as has the left descent from site 1. The right descent from site 6 has rate 5.452 s⁻¹.

The mean residence times are 0.2129, 1.4729 and 0.2129 s on sites 1 to 3, and 0.0660 s on each of sites 4 to 6. They add up to a mean exit time of 2.097 s. Multiplying by the exit rates gives

P_left = 2.515 × 0.2129 = 0.535,
P_right = 5.452 × 0.0660 = 0.360,
P_landing = 0.05 × 2.097 = 0.105.

One step replaces 2.1 × 10⁶ hops on average. Local equilibrium instead gives site 1 and site 6 the same weight 0.0839, so that

πr = 0.0839 × 2.515 + 0.0839 × 5.452 + 0.05 = 0.718 s⁻¹.

Its mean time is 1.39 s, and its probabilities are 0.294, 0.637 and 0.070. It predicts the wrong preferred edge.

The reason can be worked out by treating each half as internally equilibrated. Site 3 holds 0.0839/0.7483 = 0.1121 of the left half's weight, and site 4 holds one third of the right half's. The crossing rates between the halves are

left to right: 2.515 × 0.1121 = 0.282 s⁻¹,
right to left: 2.515/3 = 0.838 s⁻¹.

The left descent also has rate 0.282 s⁻¹ per adatom in the left half, and the right descent 5.452/3 = 1.817 s⁻¹ in the right half. With landing, the total loss rates are 0.614 and 2.706 s⁻¹. The two decay rates λ of this reduced problem follow from

(0.614 − λ)(2.706 − λ) − 0.282 × 0.838 = 0,

so λ = 0.507 and 2.813 s⁻¹. Their inverses, 1.97 and 0.355 s, agree with the two longest relaxation times of the six-site chain. The third is 5 × 10⁻⁷ s. Equilibration is fast within each half but not between them.

With exits closed, the halves equilibrate at 0.282 + 0.838 = 1.12 s⁻¹, hardly faster than the mean exit rate of 0.718 s⁻¹ and slower than the largest, 5.50 s⁻¹ on site 6. When the wall saddle is lowered to 0.40 eV and all else is kept, the left probability is 0.293727, against 0.293724 from local equilibrium. The wall is thus the cause of the failure.

The error formula can be checked in the same reduced model. The total exit rates are 0.332 and 1.867 s⁻¹, so n₀r = 0 gives n₀,right = −0.178 n₀,left. The left component of the equation for n₀ reads

−0.282 n₀,left + 0.838 n₀,right = −1 + 0.748 × 0.332/0.718 = −0.654.

Thus n₀,left = 0.654/0.431 = 1.517 s, and the predicted error in the left probability is 0.282 × 1.517 ε = 0.428 ε. With the exits scaled by 0.001, the full chain gives 4.28 × 10⁻⁴. At ε = 1 the actual difference is 0.5355 − 0.2937 = 0.2418, so the first-order term no longer suffices.

**Why the time must accompany the channel**

A right exit requires a wall crossing first, and its conditional mean time is 2.33 s, against 1.96 s for a left exit. The difference looks modest, but early exits reveal more. From about 0.1 ms, and for times well below 0.36 s, the right half fills nearly as 0.282 t, with t in seconds. The right-exit probability then grows as

F_right(t) ≈ ½ × 0.282 × 1.817 t² = 0.256 t².

At 0.2 s this leading term is 0.010. The full value is 0.0083, lower because both halves also lose probability. Drawing time and channel independently from their correct separate distributions gives 0.026, three times too much, and local equilibrium gives 0.085. By 5 s the independent draw is nearly right, 0.329 against 0.325, while local equilibrium gives 0.619.

Take u = 0.9. The solution of S(t) = 0.9 is t = 0.277 s. The occupations of sites 1 and 6 are then 0.0953 and 0.0167, so the exit fluxes in s⁻¹ are

left: 0.0953 × 2.515 = 0.240,
right: 0.0167 × 5.452 = 0.091,
landing: 0.9 × 0.05 = 0.045.

Dividing by their sum gives 0.638, 0.243 and 0.120. A second random number 0.7 lies between 0.638 and 0.638 + 0.243, so the adatom descends on the right. For u = 0.2 the time is 3.32 s and the right probability has risen to 0.408. The same second number again selects the right edge.

The position at landing matters too. Since the landing rate is the same for every position, the chance of finding the adatom in the left half is its share of the mean residence time, 1.899/2.097 = 0.906. Local equilibrium gives 0.748, and would start the subsequent two-atom simulation from the wrong mixture of configurations.

The joint law was also tested against hop-by-hop KMC at 1200 K, where the hops can be afforded, with the landing rate raised to a fifth of the wall-crossing rate. For 100,000 runs sorted into 40 cells of time and channel, with 39 degrees of freedom, chi-square was 29 for direct KMC and 37 for the two-number sampler. Direct KMC compared with the product of the separate distributions gave about 10,300. The remaining values are in the numerical output.

**Choosing the setting**

With the absorbing chain, the choice of basin affects cost but not the statistics of the simulation, apart from rounding. Sites 1 to 3 alone would be a valid basin, with the wall crossing as an exit. Grouping all six sites saves the separate steps for crossings. Dense elimination and diagonalisation cost a time growing as the cube of the number of states, so grouping pays when the replaced hops would cost more than this. If the surroundings change a rate, the matrices must be rebuilt.

With local equilibrium, the choice of basin affects the physics. Because a rarely occupied state may have a fast exit, compare the largest r_i, rather than the mean πr, with the rate of the slowest internal relaxation, found with exits closed. If their ratio is not small, use the absorbing chain or, if a slow internal barrier is the cause, divide the basin there. If it is small, but the basin is large, the entry state has a very low weight or a rare channel matters, local equilibrium is still not assured. Large corrections n₀R_c or n₀1 then speak against it, but small ones do not prove it right, and the absorbing chain is the safe choice. In the example each half alone would qualify: the relaxation time of 5 × 10⁻⁷ s times the largest exit rate of about 5.5 s⁻¹ is 3 × 10⁻⁶.

Neither option repairs the rate list. A missing pathway stays missing, and a barrier error of 0.05 eV changes a rate at 300 K by a factor exp(0.05/0.02585) ≈ 7. The sampling is exact for the rates supplied, and their accuracy has to be judged separately.

Numbers as computed

```
temperature 300 K, thermal energy 0.025852 eV
ordinary hop rate 1.9068e+06 1/s
hop rate out of deep site 2, each way 2.7563e+05 1/s
domain wall crossing rate 2.5151 1/s
descent rate left 2.5151, right 5.4518 1/s
landing rate of second atom 0.0500 1/s
Boltzmann weights of sites 1-6: [0.08391 0.58046 0.08391 0.08391 0.08391 0.08391]
mean residence times of sites 1-6 (s): [0.21291 1.47287 0.21291 0.06597 0.06597 0.06597]
two longest relaxation times 1.97416, 0.35547 s
third relaxation time 5.244e-07 s
left: exit probability 0.53550, conditional mean time 1.9600 s
right: exit probability 0.35967, conditional mean time 2.3296 s
landing: exit probability 0.10483, conditional mean time 1.9949 s
mean exit time 2.09662 s
mean number of hops replaced 2.1271e+06
local equilibrium probabilities left, right, landing: [0.29372 0.63669 0.06959]
local equilibrium mean exit time 1.39181 s
adatom on sites 1-3 at landing: exact 0.90560, local equilibrium 0.74827
right exit before 0.2 s: exact 0.00828, independent marginals 0.02557, local equilibrium 0.08522
right exit before 1.0 s: exact 0.10009, independent marginals 0.12818, local equilibrium 0.32631
right exit before 5.0 s: exact 0.32482, independent marginals 0.32894, local equilibrium 0.61916
draw u=0.9, v=0.7: time 0.27735 s, channel right
  occupation at that time: [0.09529 0.65921 0.09529 0.01674 0.01674 0.01674]
  conditional left, right, landing: [0.63757 0.24272 0.11971]
draw u=0.2, v=0.7: time 3.32119 s, channel right
  occupation at that time: [0.01988 0.13752 0.01988 0.00757 0.00757 0.00757]
  conditional left, right, landing: [0.49359 0.40769 0.09872]
without wall: left probability 0.293727, local equilibrium 0.293724
exits scaled by 0.01 and 0.001: left probability minus local equilibrium 4.247e-03, 4.277e-04
joint-law test at 1200 K: 100000 runs, 40 cells, 39 degrees of freedom
chi-square: direct KMC 28.7, sampler 37.4, direct KMC against product law 10303
mean hops at 1200 K: direct KMC 67.57, formula 67.66
stiff test at 130 K: fastest hop / left descent 3.70e+13
relative error of mean time: elimination 2.2e-16, plain solve 7.3e-04
```
